# How a Bond-Energy Error Changes a Barrierless Homolysis Rate

## Definitions and conventions

A gas-phase molecule ML breaks into M and L with rate constant $k_d$; the reverse association has rate constant $k_r$. "Barrierless" means that the potential between the fragments has no maximum apart from the centrifugal one. All energies are molar, $R$ is the gas constant and $T$ the temperature.

The bond energy $D_0$ is the energy of the separated fragments minus that of ML, each in its own ground state, so it includes zero-point energy. The well depth $D_e$ leaves zero-point energy out. Let $\delta>0$ be the size of an error in $D_0$, and define the error factor

$$F=\frac{k_d(D_0-\delta)}{k_d(D_0)} .$$

The temperature is held fixed in this comparison. Until the section on pressure, collisions are taken to be frequent enough to keep ML in thermal equilibrium (the high-pressure limit).

The small parameter is $RT/D_0$. At 500 K, $RT=4.157$ kJ/mol. For a bond of 200 kJ/mol the parameter is therefore 0.021.

## Leading order

At equilibrium the two reactions balance, $k_d[\mathrm{ML}]=k_r[\mathrm M][\mathrm L]$, so

$$k_d=k_rK_c,\qquad K_c=\frac{[\mathrm M][\mathrm L]}{[\mathrm{ML}]}=\frac{q_{\rm M}q_{\rm L}}{q_{\rm ML}}\,e^{-D_0/RT}.$$

Each $q$ is a partition function per volume, measured from that species' own ground state. The exponential appears because the ground state of the fragments lies $D_0$ above that of ML.

Without an association barrier, $k_r$ can be modelled as a capture rate, set by the attraction at large separation, measured from the free fragments. This holds when the bottleneck lies far enough out that the fragments still rotate freely; if it lies closer in, $k_r$ also depends on the forces that orient them. Suppose that the error changes the depth of the well but neither this attraction nor the partition functions. Then $k_r$ and the $q$'s do not change, and

$$k_d=A(T)\,e^{-D_0/RT},\qquad A=k_r\frac{q_{\rm M}q_{\rm L}}{q_{\rm ML}},$$

with $A$ independent of $D_0$. The prefactor cancels in the ratio:

$$F=\frac{A\,e^{-(D_0-\delta)/RT}}{A\,e^{-D_0/RT}}=e^{\delta/RT}.$$

For $\delta=5$ kJ/mol at 500 K,

$$\frac{\delta}{RT}=\frac{5}{4.157}=1.203,\qquad F=e^{1.203}=3.33 .$$

A bond energy that is 5 kJ/mol too high makes the rate too small by this factor; one that is too low makes it too large by the same factor. The range from $-5$ to $+5$ kJ/mol spans $F^2=11.1$.

The linear rule $\Delta k/k\approx\delta/RT$ requires $\delta\ll RT$, which fails here. It gives a factor of 2.20 for the weaker bond, and for the stronger bond it gives $1-1.203<0$, a negative rate.

## A two-body model

The assumption about the long-range attraction can be examined with two classical particles of reduced mass $\mu$ and a Morse potential of depth $D$,

$$V(r)=D\left(y^2-2y\right),\qquad y=e^{-a(r-r_e)} .$$

In this classical model there is no zero-point energy, so $D$ is also the bond energy. The momentum and centre-of-mass factors in $K_c$ cancel, which leaves

$$k_d=\frac{k_r}{I},\qquad I=\int_{\rm well}4\pi r^2e^{-V/RT}\,dr .$$

For capture at collision energy $E$, a trajectory with impact parameter $b$ has centrifugal energy $Eb^2/r^2$. It gets in if $E>V+Eb^2/r^2$ at every $r$ on the way, that is, if $b^2<r^2(1-V/E)$. Hence

$$\sigma(E)=\pi b_{\max}^2,\qquad b_{\max}^2=\min_r\,r^2\left[1-\frac{V(r)}{E}\right],$$

where the minimum is taken outside the well. Averaging speed times cross section over the thermal distribution, with $x=E/RT$, gives

$$k_r=\sqrt{\frac{8k_BT}{\pi\mu}}\int_0^\infty x\,e^{-x}\,\sigma(xRT)\,dx .$$

Take $D=200$ kJ/mol, $r_e=2.1$ Å, $a=1.6$ Å$^{-1}$ and $\mu=13.4155$ u (fragment masses 127 and 15 u). At 500 K this route gives $k_d=1.5285\times10^{-7}$ s$^{-1}$. Counting the thermal flux over the centrifugal barrier of each angular momentum, without using the cross section, gives $1.5286\times10^{-7}$ s$^{-1}$. The two routes are the same integral arranged differently; the last-digit difference is grid error, and the converged value is $1.5286\times10^{-7}$ s$^{-1}$.

Now make the well 5 kJ/mol shallower by adding a term that switches off smoothly around 3.5 Å, so that the tail stays as it was. The capture rate is unchanged to the five decimals computed, and the error factor is 3.329. This is the leading-order result under the assumption that was made for it.

## First correction: the whole potential is rescaled

An error may instead change the whole curve. Let $D$ become $D-\delta$ in the Morse potential, with $a$ and $r_e$ fixed. Both the well integral and the capture rate then change.

**The well integral.** Put $u=1-y$, so that $V=-D+Du^2$. With $x_r=r-r_e$,

$$x_r=-\frac{\ln(1-u)}{a}=\frac1a\left(u+\frac{u^2}{2}+\dots\right),\qquad dr=\frac{du}{a(1-u)} .$$

Therefore

$$I=\frac{4\pi r_e^2}{a}e^{D/RT}\int\frac{(1+x_r/r_e)^2}{1-u}\,e^{-Du^2/RT}\,du .$$

For $D\gg RT$ the Gaussian is narrow, so the slowly varying factor can be expanded about $u=0$. With $\beta=1/(ar_e)$,

$$\left(1+\frac{x_r}{r_e}\right)^2=1+2\beta u+(\beta+\beta^2)u^2+\dots,\qquad \frac1{1-u}=1+u+u^2+\dots$$

The coefficient of $u^2$ in the product is $1+2\beta+\beta+\beta^2=1+3\beta+\beta^2$. The term linear in $u$ integrates to zero. The limits may be extended to $\pm\infty$ in each term, since the Gaussian is exponentially small at the edge of the well. Using $\langle u^2\rangle=RT/2D$,

$$I=\frac{4\pi r_e^2}{a}\sqrt{\frac{\pi RT}{D}}\;e^{D/RT}\left[1+c\frac{RT}{D}+\dots\right],\qquad c=\frac{1+3\beta+\beta^2}{2}.$$

The factor $D^{-1/2}$ has a direct meaning: a shallower Morse well is also wider, so the bound molecule gains configuration space and dissociates a little less readily than the exponential alone says.

**The capture rate.** In the tail $V\approx-2De^{-a(r-r_e)}$, so $V'=-aV$. Let $r_*$ be the radius of the minimum and $v=-V(r_*)/E>0$. Setting the derivative of $r^2(1-V/E)$ to zero gives

$$2r_*(1+v)-a r_*^2v=0\quad\Rightarrow\quad v=\frac{2}{ar_*-2}.$$

When $D$ changes, $r_*$ moves too, but this does not contribute at first order because $r_*$ is a stationary point. Since $V\propto D$,

$$\frac{\partial b_{\max}^2}{\partial\ln D}=r_*^2v,\qquad \frac{\partial\ln b_{\max}^2}{\partial\ln D}=\frac{v}{1+v}=\frac{2}{ar_*}\equiv\gamma .$$

The radius follows from $2De^{-a(r_*-r_e)}=vE$, or

$$e^{-a(r_*-r_e)}=\frac{E}{D\,(ar_*-2)} .$$

As a representative energy take $E=2RT=8.31$ kJ/mol, the mean for the weight $xe^{-x}$. Iteration gives $r_*\approx5.25$ Å, hence $\gamma\approx2/(1.6\times5.25)=0.24$. The bottleneck lies far outside the well, which is why the earlier change of the inner potential did not affect capture.

**The corrected factor.** From $\ln k_d=\ln k_r-\ln I$,

$$\frac{\partial\ln k_d}{\partial D}=-\frac1{RT}+\frac{1/2+\gamma}{D}+O\!\left(\frac{RT}{D^2}\right).$$

Integrating from $D$ to $D-\delta$, with $\gamma$ held constant because $r_*$ varies only logarithmically with $D$, and using $\ln(1-\delta/D)\approx-\delta/D$,

$$\ln F\approx\frac{\delta}{RT}-\left(\frac12+\gamma\right)\frac{\delta}{D}
=\frac{\delta}{RT}\left[1-\left(\frac12+\gamma\right)\frac{RT}{D}\right].$$

The correction is smaller than the leading term by a factor of order $RT/D$. Here

$$\ln F\approx1.203-0.74\times0.025=1.184,\qquad F\approx3.27 .$$

The numerical integration for the rescaled potential gives 3.266. Rescaling the whole Morse curve thus lowers the error factor by about 2% relative to 3.329. This figure belongs to classical point fragments. The stretch of this model lies near 460 cm$^{-1}$, so $\hbar\omega/k_BT\approx1.3$ at 500 K and the bound motion is not classical: with quantized levels and the error measured in $D_0$, the coefficient 0.74 falls to about 0.49 and $F\approx3.29$. In a polyatomic molecule the rocks and bends lost on dissociation can soften as well; if the five lost modes of the example below scale as $\sqrt D$, $F\approx3.20$, a drop of 4%.

The same constants show why the Arrhenius activation energy $E_a=RT^2\,d\ln k_d/dT$ need not equal the bond energy. The mean speed contributes $RT/2$. The cross section depends on $E/D$ and contributes $-\gamma RT$. The well integral contributes $D-RT/2-c(RT)^2/D$. The sum is

$$E_a\approx D-\gamma RT-c\frac{(RT)^2}{D}.$$

With $\beta=0.30$ and $c=0.99$ this is about 198.9 kJ/mol, against 198.96 from the numerical rates. The error factor rests on a derivative with respect to $D$ at fixed $T$, so this difference of about 1 kJ/mol does not enter its leading term. Its sign is that of the classical model: with quantized bound levels $E_a$ is about 198.4 kJ/mol, which is 1.6 kJ/mol below the well depth but 1.1 kJ/mol above $D_0$.

## The other limit: low pressure

If collisions are too slow to replace the energetic molecules that react, the rate falls below its high-pressure value. Let every collision restore equilibrium (strong collisions), with frequency $\omega$. Let $\rho(E)$ be the density of states of ML and $Q$ its partition function. Balancing activation against deactivation and reaction at each energy gives

$$k_{\rm uni}=\frac1Q\int_{D_0}^\infty\frac{\omega\,k(E)}{\omega+k(E)}\,\rho(E)e^{-E/RT}\,dE,\qquad k(E)=A\frac{\rho(E-D_0)}{\rho(E)} .$$

This $k(E)$ is chosen to reproduce the high-pressure law with constant $A$. For $\omega\to\infty$, writing $E=D_0+\epsilon$,

$$k_{\rm uni}\to\frac{A}{Q}e^{-D_0/RT}\int_0^\infty\rho(\epsilon)e^{-\epsilon/RT}d\epsilon=A\,e^{-D_0/RT}.$$

For $\omega\to0$ the fraction under the integral becomes $\omega$, and

$$k_{\rm uni}\to\frac{\omega}{Q}e^{-D_0/RT}\int_0^\infty\rho(D_0+\epsilon)e^{-\epsilon/RT}\,d\epsilon .$$

Lowering $D_0$ still raises the exponential, but it also lowers the threshold to energies where ML has fewer states. The sensitivity is therefore reduced by $d\ln\rho/dE$. For $s$ oscillators and one free internal rotor, the classical partition function varies as $T^{s+1/2}$, which corresponds to $\rho\propto E^{s-1/2}$. Shifting the energy by the vibrational zero-point energy $E_z$ is a simple allowance for quantization:

$$\ln F_{\rm low}\approx\delta\left[\frac1{RT}-\frac{s-1/2}{D_0+E_z}\right].$$

With $s=20$, $D_0=200$ kJ/mol and $E_z=177.3$ kJ/mol,

$$\ln F_{\rm low}\approx5\,(0.2405-0.0517)=0.944,\qquad F_{\rm low}\approx2.57 .$$

A direct count of states gives 2.50, so the closed estimate is 3% high. The count uses harmonic modes at 2950 (six), 1400 (four), 1150 (two), 700 (four), 500 (two) and 120 (two) cm$^{-1}$, a classical free rotor with $B=10$ cm$^{-1}$, and a grain of 10 cm$^{-1}$.

## Worked example: a metal alkyl at 500 K

Take $D_0=200$ kJ/mol and $A=10^{16}$ s$^{-1}$. These are round illustrative values for a molecule such as dimethylcadmium losing its first methyl group, not computed or measured properties of that molecule. The high-pressure rate constant is

$$k_d=10^{16}\,e^{-200/4.157}=1.28\times10^{-5}\ {\rm s^{-1}} .$$

| $D_0$ (kJ/mol) | $k_d$ (s$^{-1}$) | $1/k_d$ (h) |
|---:|---:|---:|
| 195 | $4.26\times10^{-5}$ | 6.5 |
| 200 | $1.28\times10^{-5}$ | 21.7 |
| 205 | $3.84\times10^{-6}$ | 72.4 |

The prefactor chosen here is larger than that of the two-body model. That model treats the fragments as points, so it leaves out the rocking and bending modes of ML that become free rotations on dissociation. A rough estimate with these modes fully free and association at the capture rate gives $A\approx10^{17}$ s$^{-1}$, so $10^{16}$ s$^{-1}$ implies association about ten times slower than free-rotor capture, a case in which orienting forces matter. The error factor is not affected as long as $A$ is held fixed, but for this example that is an assumption.

The bond error can be expressed as a temperature shift. Equal rates at constant $A$ require $(D_0-\delta)/T'=D_0/T$, so

$$T'=500\left(1-\frac5{200}\right)=487.5\ {\rm K}.$$

An error of 5 kJ/mol is thus worth 12.5 K. For comparison, raising the temperature by 5 K at fixed $D_0$ multiplies the rate by 1.61. To know the rate within a factor of two at 500 K, the bond energy must be known within $RT\ln2=2.9$ kJ/mol, if all else is right. The same 5 kJ/mol error gives a factor of 4.5 at 400 K and 2.1 at 800 K.

Confusing $D_e$ with $D_0$ costs more. On dissociation one metal–carbon stretch, two rocking modes and two bends become free motions. With rounded wavenumbers of 500, 700, 700, 120 and 120 cm$^{-1}$, and all other modes unchanged, the zero-point energy lost is 12.8 kJ/mol. Using $D_e$ in place of $D_0$ then makes the rate too small by $e^{12.8/4.157}\approx22$.

For nitrogen as the carrier gas and a rough collision diameter of 0.5 nm, the collision frequency at 1 Torr and 500 K is $1.0\times10^7$ s$^{-1}$. The strong-collision model, with overall rotation left out, gives:

| Pressure (Torr) | $k_{\rm uni}/k_d$ | $F$ |
|---:|---:|---:|
| 1 | 0.22 | 2.87 |
| 10 | 0.55 | 3.07 |
| 760 | 0.96 | 3.30 |

At 1 Torr the model's rate is already less than a quarter of its high-pressure value, while the error factor has dropped by only 14% relative to 3.33. The entries depend on the model in the last digit or more: a grain of 1 cm$^{-1}$ changes 0.55 to 0.54, and letting the rotation about the C–M–C axis share energy changes the 1 Torr row to 0.28 and 2.92. If one collision in ten were effective, $\omega$ would be ten times smaller, and the entry for 1 Torr would apply at 10 Torr.

In a real deposition reactor, gas-phase homolysis need not control decomposition. With a lifetime near 22 h, this model converts only about one molecule in $10^5$ during a residence time of 1 s at 500 K. Surface reactions or radical chains could then dominate, and the error in the observed decomposition rate need not follow $F$; their size is not estimated here. Where homolysis does control the rate, low pressure moves the error factor from 3.3 to about 2.9 at 1 Torr for these parameters. The numerical output below lists the values to more digits.

## Calculated quantities

```
Temperature: 500 K
Bond energy D0 (round model value): 200 kJ/mol
Bond-energy error: 5 kJ/mol
Prefactor A (round model value): 1.0e+16 s^-1
RT: 4.1572 kJ/mol
Error divided by RT: 1.2027
Error factor exp(delta/RT): 3.329
Linear-rule factor 1+delta/RT: 2.203
Full span for plus/minus error: factor 11.08
D0=195 kJ/mol: k=4.255e-05 s^-1, 1/k=6.53 h
D0=200 kJ/mol: k=1.278e-05 s^-1, 1/k=21.73 h
D0=205 kJ/mol: k=3.839e-06 s^-1, 1/k=72.36 h
Error factor at 400 K: 4.497
Error factor at 600 K: 2.724
Error factor at 800 K: 2.121
Error allowed for factor 2: 2.882 kJ/mol
Equal-rate temperature with weaker bond: 487.5 K
Rate factor for +5 K: 1.610
Two-body reduced mass: 13.415 u
Morse r_eq: 2.1 angstrom; a: 1.6 angstrom^-1
Two-body k, detailed balance: 1.5285e-07 s^-1
Two-body k, barrier flux: 1.5286e-07 s^-1
Two-body error factor, same tail: 3.329
Capture-rate ratio, same tail: 1.00000
Two-body error factor, rescaled Morse: 3.266
Two-body activation energy (depth 200): 198.96 kJ/mol
Partition function, state count: 432.370
Partition function, formula: 432.849
Collision diameter (rough): 0.5 nm
Collision frequency at 1 Torr N2: 1.021e+07 s^-1
1 Torr: k/k_inf=0.220, error factor=2.866
10 Torr: k/k_inf=0.547, error factor=3.070
760 Torr: k/k_inf=0.964, error factor=3.300
Low-pressure error factor, state count: 2.499
Low-pressure error factor, estimate: 2.571
Reactant vibrational zero-point energy: 177.29 kJ/mol
Zero-point energy lost on dissociation: 12.80 kJ/mol
Rate factor if De replaces D0: 21.74 too slow
```
